# Why two MOSFET scale lengths differ by a factor of pi: test program

```python
"""
Result under test: in a symmetric double-gate transistor below threshold the
contact disturbance decays as exp(-x/ell) = exp(-pi*x/Lam), Lam = pi*ell, where
k = 1/ell solves tan(k*a)*tan(k*b) = eps_i/eps_s. The shortest gate for a
barrier loss D per drain volt is L = 2*ell*log(2*c*G/D).
a: half the silicon thickness; b: insulator thickness; c: mid-film amplitude
of the slowest mode; G: bias factor; S: source potential measured from the
gate-controlled long-channel potential. Lengths in nm, potentials in V.
The independent side is a finite-volume solution of Laplace's equation.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

film, b = 10.0, 1.5
a = film / 2
eps_s, eps_i = 11.7, 3.9
S, V_low, V_high = 0.5, 0.05, 0.6
D_target = 0.05
temperature = 300.0
contact_density = 0.1                 # electrons per nm^3
vt = const.k * temperature / const.e


def first_k(es, ei):
    def mismatch(k):
        return (es * np.sin(k*a) * np.sin(k*b)
                - ei * np.cos(k*a) * np.cos(k*b))
    return brentq(mismatch, 1e-9, np.pi / (2*max(a, b)), xtol=1e-14)


def transverse(h, es=eps_s, ei=eps_i):
    """Vertical stiffness, permittivity weights, contact shape, Si weights."""
    n_film, n_all = round(a/h), round((a+b)/h)
    link = np.where(np.arange(n_all) < n_film, es, ei)
    below = np.r_[0.0, link[:-1]]
    stiffness = (np.diag((link + below)/h)
                 - np.diag(link[:-1]/h, 1) - np.diag(link[:-1]/h, -1))
    weight = h * (link + below) / 2
    y = h * np.arange(n_all)
    shape = np.where(np.arange(n_all) <= n_film, 1.0, (a+b-y)/b)
    silicon = np.where(np.arange(n_all) < n_film, h, 0.0)
    silicon[0] = h/2
    silicon[n_film] = h/2
    return stiffness, weight, shape, silicon


def laplace(L, h):
    """Matrix and solution with source at 1, drain and gates at 0."""
    stiffness, weight, shape, silicon = transverse(h)
    nx = round(L/h)
    hx = L/nx
    tx = diags([-np.ones(nx-2), 2*np.ones(nx-1), -np.ones(nx-2)], [-1, 0, 1])
    matrix = (kron(tx, diags(weight))/hx
              + kron(identity(nx-1)*hx, stiffness)).tocsc()
    rhs = np.zeros((nx-1, len(weight)))
    rhs[0] = weight*shape/hx
    field = spsolve(matrix, rhs.ravel()).reshape(rhs.shape)
    return matrix, field, rhs, silicon, hx


def centre_line(L, h=0.125):
    field = laplace(L, h)[1]
    return np.r_[1.0, field[:, 0], 0.0]


def potential(g, source, drain_bias):
    return source*g + (source + drain_bias)*g[::-1]


def barrier(g, source, drain_bias):
    return source - potential(g, source, drain_bias).min()


def barrier_loss(g):
    return ((barrier(g, S, V_low) - barrier(g, S, V_high))
            / (V_high - V_low))


# Slowest mode, the next even mode, and their discrete counterparts.
k = first_k(eps_s, eps_i)
ell, Lam = 1/k, np.pi/k
k_next = brentq(lambda q: eps_s*np.sin(q*a)*np.sin(q*b)
                - eps_i*np.cos(q*a)*np.cos(q*b), np.pi/a, 1.5*np.pi/a)
K, w, _, _ = transverse(0.125)
k_grid = np.sqrt(eigh(K, np.diag(w), eigvals_only=True)[:2])
assert np.allclose(k_grid, [k, k_next], rtol=2e-3)
K, w, _, _ = transverse(0.125, 1.0, 1.0)
k_equal = np.sqrt(eigh(K, np.diag(w), eigvals_only=True)[0])
assert abs(np.pi/k_equal - (film + 2*b)) < 0.01

# Approximate lengths and the limit in which they hold.
ell_thin = np.sqrt(eps_s*film*b/(2*eps_i))
ell_parabola = np.sqrt(ell_thin**2 + film**2/8)
weak = 1e-3
excess = 1/first_k(1.0, weak)**2 - a*b/weak
assert abs(excess/(film**2/12 + b**2/3) - 1) < 0.01
beta, A, B, R = sp.symbols("beta A B R", positive=True)
beta_fit = sp.solve(sp.Eq(2*beta*A, R*(1-beta*A**2)/B), beta)[0]
assert sp.simplify(1/(2*beta_fit) - A*B/R - A**2/2) == 0

# Mode amplitude: closed form, projection integral, and Laplace solution.
ins_amp = np.cos(k*a)/np.sin(k*b)
c = (2*eps_i*np.cos(k*a)
     / (k**2*b*(eps_s*a + eps_i*b*ins_amp**2)))


def projected_amplitude(end_shape):
    def ins_mode(s):
        return ins_amp*np.sin(k*s)
    top = (eps_s*quad(lambda y: np.cos(k*y), 0, a)[0]
           + eps_i*quad(lambda s: end_shape(s)*ins_mode(s), 0, b)[0])
    norm = (eps_s*quad(lambda y: np.cos(k*y)**2, 0, a)[0]
            + eps_i*quad(lambda s: ins_mode(s)**2, 0, b)[0])
    return top/norm


assert abs(projected_amplitude(lambda s: s/b) - c) < 1e-8
g_long = centre_line(60.0, 0.25)
x_long = np.linspace(0, 60, len(g_long))
pick = (x_long > 18) & (x_long < 28)
k_measured = -np.polyfit(x_long[pick], np.log(g_long[pick]), 1)[0]
assert abs(k_measured/k - 1) < 2e-3
i_mid = int(np.argmin(abs(x_long - 25)))
c_measured = (g_long[i_mid]*np.sinh(k*60)
              / np.sinh(k*(60-x_long[i_mid])))
assert abs(c_measured/c - 1) < 0.01

# Minimum gate length from the formula and from the two-dimensional solution.
G = ((np.sqrt(S*(S+V_high)) - np.sqrt(S*(S+V_low)))
     / (V_high - V_low))
nu = 2*np.log(2*c*G/D_target)
L_min = nu*ell
L_grid = brentq(lambda L: barrier_loss(centre_line(L)) - D_target,
                L_min-4, L_min+4, xtol=1e-3)
assert abs(L_grid - L_min) < 0.2
nu_loose = 2*np.log(2*c*G/(2*D_target))

# Consequences of mixing conventions, without the single-mode approximation.
L_short, L_long = (nu/np.pi)*ell, nu*Lam
g_right = centre_line(L_min)
g_short = centre_line(L_short)
g_far = centre_line(L_long, 0.25)
D_right, D_far = barrier_loss(g_right), barrier_loss(g_far)
assert abs(D_far/(2*c*G*np.exp(-L_long/(2*ell))) - 1) < 0.03
assert barrier(g_short, S, V_high) < 0.05
assert barrier(g_right, S, V_high) > 0.35
D_thin = barrier_loss(centre_line(nu*ell_thin))
D_parabola = barrier_loss(centre_line(nu*ell_parabola))

# Gate-voltage shift that restores the barrier after the drain is raised.
held = barrier(g_right, S, V_low)
S_restored = brentq(lambda s: barrier(g_right, s, V_high) - held, S, 3*S)
threshold_shift = (S_restored - S)/(V_high - V_low)

# Neglected: electrons spilling from the contacts into the channel.


def barrier_with_spill(V):
    matrix, unit, rhs, silicon, hx = laplace(L_min, 0.25)
    u = S*unit + (S+V)*unit[::-1]
    load = S*rhs + (S+V)*rhs[::-1]
    top = int(np.argmin(u[:, 0]))
    level = np.where(np.arange(len(u)) <= top, S, S+V)[:, None]
    charge = const.e/const.epsilon_0*1e9*contact_density*hx*silicon
    for _ in range(80):
        electrons = charge*np.exp((u-level)/vt)
        residual = matrix @ u.ravel() + (electrons-load).ravel()
        jacobian = matrix + diags((electrons/vt).ravel())
        step = spsolve(jacobian.tocsc(), residual).reshape(u.shape)
        u = u - step
        if abs(step).max() < 1e-9:
            return S - u[:, 0].min()
    raise AssertionError("nonlinear Poisson solution did not converge")


D_spill = ((barrier_with_spill(V_low) - barrier_with_spill(V_high))
           / (V_high - V_low))
spill_shift = 2*ell*np.log(D_spill/D_right)

# Neglected: depletion inside contacts and the potential at insulator ends.
u_high = potential(g_right, S, V_high)
dx = L_min/(len(u_high)-1)
source_field = abs(u_high[1]-u_high[0])/dx
drain_field = abs(u_high[-1]-u_high[-2])/dx
per_field = eps_s*const.epsilon_0*1e-9/(const.e*contact_density)
source_depletion = per_field*source_field
drain_depletion = per_field*drain_field
c_ends = [projected_amplitude(lambda s: 0.0),
          projected_amplitude(lambda s: 1.0)]
end_shift = 2*ell*np.log(np.array(c_ends)/c)

# Neglected: tunnelling, confinement, oxide stress, temperature.
m_light, m_heavy = 0.19*const.m_e, 0.92*const.m_e
curvature = k**2*u_high.min()*const.e*1e18
hw = const.hbar*np.sqrt(curvature/m_light)/const.e
tunnel_gain = (hw/(2*vt))/np.sin(hw/(2*vt))
gain_integral = quad(lambda z: np.exp(-z)
                     / (1+np.exp(-2*np.pi*z*vt/hw)), -30, 40,
                     points=[0], limit=200)[0]
assert abs(gain_integral/tunnel_gain - 1) < 1e-6
confinement = [(const.hbar*np.pi/(film*1e-9))**2/(2*m)/const.e
               for m in (m_heavy, m_light)]
oxide_barrier, oxide_mass = 3.1, 0.4
gate_transmission = np.exp(-2*b*1e-9*np.sqrt(
    2*oxide_mass*const.m_e*oxide_barrier*const.e)/const.hbar)
W_high = barrier(g_right, S, V_high)
hot_factor = np.exp(W_high*const.e/const.k*(1/temperature - 1/360))


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"film, insulator: {film:.1f}, {b:.1f} nm")
print(f"relative permittivities Si, SiO2: {eps_s}, {eps_i}")
print(f"S, low and high drain bias: {S}, {V_low}, {V_high} V")
show("allowed barrier loss D", 1e3*D_target, "mV/V", 1)
show("k", k, "1/nm", 4)
show("decay length ell", ell, "nm")
show("pi-convention length Lam", Lam, "nm")
show("k from 2D Laplace decay", k_measured, "1/nm", 4)
show("next even mode, k ratio", k_next/k)
show("equal permittivities, Lam on grid", np.pi/k_equal, "nm")
show("thin-film ell", ell_thin, "nm")
show("parabolic ell", ell_parabola, "nm")
show("thin-film error", 100*(ell_thin/ell-1), "%", 1)
show("parabolic error", 100*(ell_parabola/ell-1), "%", 1)
show("mode amplitude c", c)
show("c from 2D Laplace", c_measured)
show("bias factor G", G, "", 4)
show("multiplier of ell, nu", nu)
show("multiplier of Lam, nu/pi", nu/np.pi)
show("nu if D is doubled", nu_loose)
show("L_min, formula", L_min, "nm", 2)
show("L_min, 2D Laplace", L_grid, "nm", 2)
show("mixed, too short", L_short, "nm", 2)
show("mixed, too long", L_long, "nm", 2)
show("barrier at L_min, low drain", held, "V")
show("barrier at L_min, high drain", W_high, "V")
show("barrier too short, low drain", barrier(g_short, S, V_low), "V")
show("barrier too short, high drain", barrier(g_short, S, V_high), "V")
show("2D barrier loss at L_min", 1e3*D_right, "mV/V", 2)
show("2D barrier loss, too long", 1e3*D_far, "mV/V", 3)
show("gate length nu*thin-film ell", nu*ell_thin, "nm", 2)
show("2D barrier loss there", 1e3*D_thin, "mV/V", 1)
show("gate length nu*parabolic ell", nu*ell_parabola, "nm", 2)
show("2D barrier loss there", 1e3*D_parabola, "mV/V", 1)
show("threshold shift at L_min", 1e3*threshold_shift, "mV/V", 1)
print("Neglected effects, estimates at L_min")
print(f"contact electron density: {contact_density*1e21:.1e} cm^-3")
show("barrier loss with electron spill", 1e3*D_spill, "mV/V", 1)
show("spill shift of L_min", spill_shift, "nm", 2)
show("source depletion depth", source_depletion, "nm", 2)
show("drain depletion depth", drain_depletion, "nm", 2)
print(f"insulator-end shifts: {end_shift[0]:.2f}, {end_shift[1]:.2f} nm")
show("source-drain tunnelling current factor", tunnel_gain)
print(f"confinement, masses 0.92 and 0.19: "
      f"{1e3*confinement[0]:.1f}, {1e3*confinement[1]:.1f} meV")
print(f"oxide barrier, mass (rough): {oxide_barrier} eV, {oxide_mass} m_e")
print(f"gate WKB transmission: {gate_transmission:.1e}")
show("largest oxide field, drain edge", 10*(S+V_high)/b, "MV/cm", 1)
show("channel-to-drain energy drop", S+V_high-u_high.min(), "eV")
show("thermal leakage factor, 300 to 360 K", hot_factor, "", 1)
print("every check passed")
```

Printed output:

```
film, insulator: 10.0, 1.5 nm
relative permittivities Si, SiO2: 11.7, 3.9
S, low and high drain bias: 0.5, 0.05, 0.6 V
allowed barrier loss D: 50.0 mV/V
k: 0.1772 1/nm
decay length ell: 5.644 nm
pi-convention length Lam: 17.730 nm
k from 2D Laplace decay: 0.1772 1/nm
next even mode, k ratio: 3.781
equal permittivities, Lam on grid: 13.000 nm
thin-film ell: 4.743 nm
parabolic ell: 5.916 nm
thin-film error: -16.0 %
parabolic error: 4.8 %
mode amplitude c: 1.133
c from 2D Laplace: 1.134
bias factor G: 0.3949
multiplier of ell, nu: 5.770
multiplier of Lam, nu/pi: 1.837
nu if D is doubled: 4.384
L_min, formula: 32.57 nm
L_min, 2D Laplace: 32.49 nm
mixed, too short: 10.37 nm
mixed, too long: 102.31 nm
barrier at L_min, low drain: 0.434 V
barrier at L_min, high drain: 0.406 V
barrier too short, low drain: 0.097 V
barrier too short, high drain: 0.000 V
2D barrier loss at L_min: 49.68 mV/V
2D barrier loss, too long: 0.104 mV/V
gate length nu*thin-film ell: 27.37 nm
2D barrier loss there: 77.9 mV/V
gate length nu*parabolic ell: 34.14 nm
2D barrier loss there: 43.3 mV/V
threshold shift at L_min: 57.5 mV/V
Neglected effects, estimates at L_min
contact electron density: 1.0e+20 cm^-3
barrier loss with electron spill: 50.0 mV/V
spill shift of L_min: 0.07 nm
source depletion depth: 0.40 nm
drain depletion depth: 0.90 nm
insulator-end shifts: -0.27, 0.13 nm
source-drain tunnelling current factor: 1.077
confinement, masses 0.92 and 0.19: 4.1, 19.8 meV
oxide barrier, mass (rough): 3.1 eV, 0.4 m_e
gate WKB transmission: 3.7e-08
largest oxide field, drain edge: 7.3 MV/cm
channel-to-drain energy drop: 1.006 eV
thermal leakage factor, 300 to 360 K: 13.7
every check passed
```
